# How Intrinsic Atomic Orbitals Exactly Contain the Occupied Hartree-Fock Orbitals, part 2

Intrinsic atomic orbitals (IAOs) are a minimal set of atom-like functions built to hold the occupied orbitals of a large-basis Hartree-Fock calculation exactly. The large basis $B_1$ has $n_1$ functions $|\mu\rangle$ with overlap $S_1$. The free-atom basis $B_2$ has $n_2$ functions $|\rho\rangle$ with overlap $S_2$. The cross overlap is $(S_{12})_{\mu\rho}=\langle\mu|\rho\rangle$, with $S_{21}=S_{12}^\dagger$. The $N$ doubly occupied orbitals are the columns of $C$, with $C^\dagger S_1C=1$ and span $W$. Only overlaps enter the construction, so it needs no units.

$$P_{12}=S_1^{-1}S_{12},\qquad P_{21}=S_2^{-1}S_{21}.$$

The columns of $P_{12}$ have span $M$, orthogonal projector $\Pi_M$ and overlap $\tilde S_2=S_{21}S_1^{-1}S_{12}$. The depolarized orbitals, orthonormalized from $X=P_{12}P_{21}C$, span $\tilde W\subset M$. With $O$ and $\tilde O$ the orthogonal projectors on $W$ and $\tilde W$, and $D=O-\tilde O$, the IAOs are the columns of

$$A=TP_{12},\qquad T=O\tilde O+(1-O)(1-\tilde O).$$

Let $G=C^\dagger S_{12}S_2^{-1}S_{21}C$, with eigenvalues $g_1\ge\dots\ge g_N$. Condition (A), $g_N>0$: no occupied orbital is orthogonal to all of $B_2$. Condition (B): no combination of $B_2$ functions is orthogonal to all of $B_1$. Under (A),

$$C=A\,P_{21}C\,G^{-1}.$$

If (A) fails, $\dim\ker G$ occupied orbitals are lost. Under (A) and (B),

$$\operatorname{span}A=W\oplus V,\qquad V\perp W,\qquad \dim V=n_2-N ,$$

where $V$ holds the valence virtuals. The spanning proof needs reference orbitals in $M$, as those of $\tilde W$ are; a test tilts them out of $M$.

With $\theta_k$ the principal angles between $W$ and $\tilde W$, the largest being $\theta_{\max}$, and $m_k$ the ordered eigenvalues of $C^\dagger S_1\Pi_MC$,

$$g_k\le\cos^2\theta_k\le m_k .$$

The generalized eigenvalues of $(A^\dagger S_1A,\tilde S_2)$ lie in $[\cos^2\theta_{\max},1]$. The bare basis $P_{12}$ misses $2\sum_k(1-m_k)$ electrons. Each IAO's shift obeys

$$\|A_\rho-(P_{12})_\rho\|=\|D(P_{12})_\rho\|\le\sin\theta_{\max}\,\|(P_{12})_\rho\| .$$

Random models tested the rank for $B_2$ generic, nested in span $B_1$, and deficient (one function orthogonal to $B_1$).

**Q.** What does exact spanning buy for charges and for localization?

**A.** Under (A) and (B) take the Löwdin-orthogonalized set $L=AB^{-1/2}$ with $B=A^\dagger S_1A$, so that $L^\dagger S_1L=1$ and $LL^\dagger S_1$ projects on span $A$. With $K=L^\dagger S_1C$, spanning reads $LK=C$, and so $K^\dagger K=C^\dagger S_1LK=C^\dagger S_1C=1$. The matrix $L^\dagger S_1OL=KK^\dagger$ is then idempotent with trace $N$: it has $N$ unit and $n_2-N$ zero eigenvalues. The populations $q_\rho=2(KK^\dagger)_{\rho\rho}$ lie in $[0,2]$ and sum to $2N$.

Under a unitary mixing $C\to CU$, $X\to XU$ keeps its range, so $O$, $\tilde O$ and $A$ are unchanged. Under $B_2\to B_2R$ with invertible $R$, $S_{12}\to S_{12}R$ and $S_2\to R^\dagger S_2R$, so $S_{12}S_2^{-1}S_{21}\to S_{12}RR^{-1}S_2^{-1}(R^\dagger)^{-1}R^\dagger S_{21}$ is unchanged; $T$ is unchanged and $A\to AR$. For unitary $R$, $(R^\dagger BR)^{-1/2}=R^\dagger B^{-1/2}R$ gives $L\to ARR^\dagger B^{-1/2}R=LR$. If such a unitary $R$ mixes functions only within atoms, the trace of $KK^\dagger$ over each atomic block is unchanged, so atomic charges do not depend on the orientation of the axes. Intrinsic bond orbital localization chooses $U$ to maximize a sum of powers of the weights $\sum_{\rho\in a}|(KU)_{\rho i}|^2$ of orbital $i$ on atom $a$. These weights add to 1 for every orbital, and $L$ does not change with $U$.

At self-consistency $FC=S_1C\varepsilon$ for canonical orbitals, so

$$L^\dagger FL\,K=L^\dagger FC=L^\dagger S_1C\varepsilon=K\varepsilon .$$

The $n_2\times n_2$ Fock matrix returns the occupied orbital energies exactly. Its other eigenvectors are orthogonal to the columns of $K$, so the other eigenvalues belong to the Fock operator restricted to $V$, a subspace of the virtual space, and by min-max the $j$-th of them is at least $\varepsilon_{N+j}$.

**Q.** Give me numbers for a molecule.

**A.** Take N$_2$ along $z$ at the round bond length $R=2.08$ bohr, near the experimental equilibrium (the Hartree-Fock minimum in this basis is shorter, about 2.01 bohr), with restricted Hartree-Fock in def2-TZVP and MINAO as $B_2$. One bohr is $\hbar^2/me^2$ and one hartree is $me^4/\hbar^2$ in Gaussian units. Here $n_1=62$, $n_2=10$, $N=7$, and the smallest eigenvalue of $S_1$ is $2.17\times10^{-4}$. The numerical check builds every projector a second time, by singular value decomposition of explicit vectors in an orthonormal space, compares the two constructions, and also checks $A$ against the IAO routine of pyscf.

The IAO rank is 10, leaving $10-7=3$ valence virtuals. The residual of the seven normalized occupied orbitals outside the IAO span, in Frobenius norm, is $3.0\times10^{-15}$, the level of rounding. With the reference space tilted out of $M$ it is 0.76. The three sets of squared cosines are:

- $g_k$: 0.999997, 0.999997, 0.999652, 0.999423, 0.991180, 0.991180, 0.953192
- $\cos^2\theta_k$: 0.999999, 0.999999, 0.999699, 0.999464, 0.991303, 0.991303, 0.953262
- $m_k$: the same as $\cos^2\theta_k$ to the six printed digits

From the last entry, $\sin^2\theta_{\max}=1-0.953262=0.046738$, $\sin\theta_{\max}=0.2162$ and $\theta_{\max}=12.5^\circ$. The smallest generalized eigenvalue of $(A^\dagger S_1A,\tilde S_2)$ is 0.953262, equal to $\cos^2\theta_{\max}$. The bare basis $P_{12}$ misses $2\,(2\times0.000001+0.000301+0.000536+2\times0.008697+0.046738)=2\times0.064971=0.1299$ of the 14 electrons. These figures depend on the large basis beyond the digits shown: in def2-QZVP, cc-pVTZ and aug-cc-pVTZ $\theta_{\max}$ is $12.4^\circ$, $12.3^\circ$ and $12.6^\circ$, and the missed charge is 0.1297, 0.1276 and 0.1324 electrons. The largest shift is that of $2p_z$, 0.169, below the bound $0.21619\times0.999956=0.216$; the shifts of $1s$, $2s$ and $2p_{x,y}$ are 0.0013, 0.064 and 0.076.

**Q.** You proved inequalities, yet $\cos^2\theta_k$ sits on the upper bound while the lower one differs by up to $0.991303-0.991180=1.2\times10^{-4}$. Is that an accident?

**A.** In general it is a difference of orders in $\Delta=S_2-\tilde S_2$, the part of $B_2$ that $B_1$ cannot represent. Under (B), $\Pi_M=P_{12}\tilde S_2^{-1}S_{21}$, so the $m_k$ come from $C^\dagger S_{12}\tilde S_2^{-1}S_{21}C$ and the $g_k$ from the same expression with $S_2^{-1}$. The identity $\tilde S_2^{-1}-S_2^{-1}=\tilde S_2^{-1}\Delta S_2^{-1}$, checked by multiplying with $\tilde S_2$ on the left and $S_2$ on the right, makes $m_k-g_k$ first order in $\Delta$. The same identity gives $\Pi_MC-X=P_{12}\tilde S_2^{-1}\Delta S_2^{-1}S_{21}C$, so the largest angle $\delta$ between $\Pi_MW$ and $\tilde W$ is first order too. Since $\tilde O=\tilde O\Pi_M$, we have $\|\tilde O\psi\|^2=\|\tilde O\Pi_M\psi\|^2\ge\cos^2\delta\,\|\Pi_M\psi\|^2$, and min-max gives $m_k-\cos^2\theta_k\le m_k\sin^2\delta$, which is second order. For the one-dimensional $\pi_{u,x}$ block the gap is exactly $m\,\Delta_u/S_u$, where $\Delta_u$ and $S_u$ are the sums of the diagonal and interatomic $2p_x$ elements of $\Delta$ and $S_2$: $\Delta_u=1.15\times10^{-4}+0.51\times10^{-4}$ and $S_u=1.3445$ give $0.9913\times1.66\times10^{-4}/1.3445=1.2\times10^{-4}$, the first-order gap. In this molecule symmetry makes most of the upper agreement exact rather than second order. As counted in the next answer, $M$ has three $\sigma_g$ and two $\pi_u$ functions, and $\tilde W\subset M$ has the same numbers, so $\tilde O=\Pi_M$ in those symmetry blocks and $\cos^2\theta_k=m_k$ identically for five of the seven angles, the $\pi_u$ pair among them. Only the two $\sigma_u$ angles can fall below $m_k$, by the second-order amount. In the $\sigma_u$ block $\sin^2\delta=1.7\times10^{-9}$, and the two gaps $m_k-\cos^2\theta_k$ are $3\times10^{-11}$ and $1.7\times10^{-9}$, below the six printed digits.

**Q.** And the round numbers, the upper eigenvalue 1.000000 and the $2p_x$ population 1.00000?

**A.** Both follow from symmetry. A point-group operation leaves span $B_1$ and $W$ invariant and maps $B_2$ to $B_2R$ with orthogonal $R$, so all projectors commute with it and, by the covariance above, it maps $L$ to $LR$. The space $M$ contains $3\sigma_g$, $3\sigma_u$, two $\pi_u$ and two $\pi_g$ functions. The occupied configuration uses $3\sigma_g$, $2\sigma_u$ and two $\pi_u$, so $V$ consists of one $\sigma_u$ and two $\pi_g$ functions. A $\pi_g$ function is orthogonal to both $W$ and $\tilde W$, so $D$ annihilates it and the upper end 1 of the interval is attained.

The occupied orbital $\pi_{u,x}$ is odd under $x\to-x$, and the only odd IAOs are the two $2p_x$. Exact spanning puts the whole orbital on them and inversion divides it equally, so each holds $2\times\tfrac12=1$ electron. The atom total is $1.99397+1.58368+1+1+1.42235=7.00000$. The $\sigma$ deficits from 2 are $0.00603+0.41632+0.57765=1.00000$, the half share per atom of the two-electron capacity of the empty $\sigma_u$ orbital. The $1s$ deficit says that this orthogonalized IAO has weight 0.003 in that orbital. The $2s$ and $2p_z$ populations shift by up to $4\times10^{-4}$ among def2-TZVP, def2-QZVP, cc-pVTZ and aug-cc-pVTZ, while the symmetry-fixed sums do not.

Symmetry also identifies the angles. The projected $2p_x$ splits into a $\pi_g$ part, which $D$ annihilates, and a $\pi_u$ part, which lies along the depolarized $\pi_{u,x}$ orbital because $M$ has only one function of that symmetry. Its shift is then at most $\sin\theta_\pi$, so $\sin^2\theta_\pi\ge0.07646^2=0.0058$. Of the two equal pairs in the list only 0.991303 satisfies this, giving $\sin\theta_\pi=\sqrt{0.008697}=0.0933$. The largest angle is nondegenerate and belongs to a $\sigma$ orbital.

**Q.** Does any of this matter on the energy scale?

**A.** The $10\times10$ IAO Fock matrix gives $-15.68467$, $-15.68120$, $-1.46921$, $-0.77950$, $-0.63388$, $-0.61272$ and $-0.61272$ hartree, the canonical values, asserted to $10^{-6}$ hartree. Its other eigenvalues, 0.21650 (twice) and 1.09724 hartree, lie above the canonical virtuals 0.15240 (twice) and 0.36346 hartree, as min-max requires. The determinant rebuilt from the seven lowest eigenvectors has energy $-108.98748924$ hartree, the Hartree-Fock value in this basis. The determinant of depolarized orbitals has $-108.74212840$ hartree, higher by $108.98749-108.74213=0.24536$ hartree, or 6.68 eV. That is the energy, at this level of theory, carried by the rotation from $\tilde W$ to $W$ that $T$ performs. It is not only the effect of $d$ and $f$ functions: deleting all of them from def2-TZVP raises the self-consistent energy by 0.087 hartree, so "polarization" here means any deformation away from the free-atom shapes. The figure is converged to about two digits in the large basis (0.2467 hartree in def2-QZVP, 0.2441 in cc-pVTZ). The IAO virtual levels move by 1 to 3 millihartree among these bases, while the canonical virtuals move far more: 0.36346 becomes 0.219 hartree in def2-QZVP.

**Q.** Can you break it on this molecule without simply making $n_2<N$?

**A.** Delete $2p_x$ from $B_2$ on both atoms. Then $n_2=8\ge7$, but every remaining function is even under $x\to-x$ and $\pi_{u,x}$ is odd, so (A) fails. The smallest eigenvalue of $G$ drops to $2\times10^{-16}$ in magnitude, zero within rounding. The IAO set still has rank 8, and the squared residual of the occupied orbitals is 1.000000, which is $\dim\ker G=1$ whole orbital. The quantity to inspect before using IAOs is therefore $g_N$, since neither the count $n_2\ge N$ nor the rank of $A$ detects this loss.

## Computed results

```
random models n1=12 n2=6 N=3: IAO rank generic/nested/deficient = 6 6 5
N2 bond length R = 2.08 bohr; RHF/def2-TZVP; B2 = MINAO
n1 = 62, n2 = 10, N = 7, IAO rank = 10, valence virtuals = 3
smallest eigenvalue of S1 = 2.170e-04
g_k          = 0.999997 0.999997 0.999652 0.999423 0.991180 0.991180 0.953192
cos^2theta_k = 0.999999 0.999999 0.999699 0.999464 0.991303 0.991303 0.953262
m_k          = 0.999999 0.999999 0.999699 0.999464 0.991303 0.991303 0.953262
theta_max = 12.485 deg, sin theta_max = 0.21619
eig(A^+S1A, S21 P12): min = 0.953262, max = 1.000000
occupied residual norm in IAO span = 3.0e-15
occupied residual norm, reference space outside M = 0.7642
electrons missed by bare P12 basis = 0.12994
0 N 1s: |P12 rho| = 0.999999, shift = 0.00130, population = 1.99397 electrons
0 N 2s: |P12 rho| = 0.999986, shift = 0.06418, population = 1.58368 electrons
0 N 2px: |P12 rho| = 0.999942, shift = 0.07646, population = 1.00000 electrons
0 N 2py: |P12 rho| = 0.999942, shift = 0.07646, population = 1.00000 electrons
0 N 2pz: |P12 rho| = 0.999956, shift = 0.16855, population = 1.42235 electrons
population atom 0 = 7.000000, total = 14.00000000 electrons
occupied eps canonical (hartree) = -15.68467 -15.68120 -1.46921 -0.77950 -0.63388 -0.61272 -0.61272
occupied eps IAO Fock  (hartree) = -15.68467 -15.68120 -1.46921 -0.77950 -0.63388 -0.61272 -0.61272
lowest canonical virtuals (hartree) = 0.15240 0.15240 0.36346
IAO valence virtuals      (hartree) = 0.21650 0.21650 1.09724
E(RHF) = -108.98748924 hartree
E(determinant from IAO Fock) = -108.98748924 hartree
E(depolarized determinant) = -108.74212840 hartree
depolarization energy rise = 0.24536 hartree = 6.677 eV
without 2px: n2 = 8, |smallest g| = 2.2e-16, rank = 8, orbitals lost = 1.000000
```
